# Electronic loss area of a transparent resist from its refractive index

## Problem

A transparent polymer resist has electronic refractive index $n=1.5$ at low frequency. Its electronic loss function is

$$L(\omega)=\mathrm{Im}\left[-\frac{1}{\varepsilon(\omega)}\right],$$

where $\varepsilon=\varepsilon_1+i\varepsilon_2$ is the long-wavelength relative dielectric function. Use Kramers-Kronig relations to show that

$$I=\int_0^\infty \frac{L(\omega)}{\omega}\,d\omega\approx 0.873 .$$

The film is isotropic, nonmagnetic and passive, and it carries no dc current. Fields vary as $e^{-i\omega t}$, so absorption means $\varepsilon_2>0$ for $\omega>0$. The nuclei are held fixed: "low frequency" means the limit far below the electronic gap, with vibrations and slow dipoles left out. Since $d\omega/\omega=dE/E$ for $E=\hbar\omega$, $I$ is a pure number, and energies can be given in eV.

## Hints

1. A Kramers-Kronig relation needs a function that is analytic in the upper half of the complex frequency plane. Which function has $L$ as its imaginary part, up to a sign?
2. The inverse of an analytic function has poles where that function vanishes. Write $\varepsilon(z)$ as an integral over $\varepsilon_2$ and look at the sign of its imaginary part.
3. Apply the same integral formula to $1/\varepsilon-1$ and let the frequency go to zero.
4. Transparency makes $\varepsilon$ real below the gap. It does not make $L$ vanish above the gap.

## Full solution

### What the loss function measures

An external charge fixes the displacement field $D$, and the field in the film is $D/(\varepsilon_0\varepsilon)$, with $\varepsilon_0$ the vacuum permittivity. The time-averaged power absorbed per volume is

$$\frac12\mathrm{Re}\left[\frac{D^*}{\varepsilon_0\varepsilon^*}(-i\omega D)\right]
=\frac{\omega|D|^2}{2\varepsilon_0}\,\mathrm{Re}\left[\frac{-i(\varepsilon_1+i\varepsilon_2)}{|\varepsilon|^2}\right]
=\frac{\omega|D|^2}{2\varepsilon_0}\,\frac{\varepsilon_2}{|\varepsilon|^2}.$$

The last fraction is $L$, because $-1/\varepsilon=-(\varepsilon_1-i\varepsilon_2)/|\varepsilon|^2$. So $L$ describes energy given up by a charge, such as a fast electron, and it differs from the optical absorption $\varepsilon_2$ by the screening factor $1/|\varepsilon|^2$.

### A Kramers-Kronig formula

Let $g(z)$ be analytic in the upper half-plane and fall off as $1/z^2$ at large $|z|$. For $z$ in that half-plane, Cauchy's formula, closed by a large arc that contributes nothing, gives

$$g(z)=\frac{1}{2\pi i}\int_{-\infty}^{\infty}\frac{g(\omega)}{\omega-z}\,d\omega .$$

The point $z^*$ lies outside the contour, so

$$0=\int_{-\infty}^{\infty}\frac{g(\omega)}{\omega-z^*}\,d\omega
\quad\Rightarrow\quad
0=\int_{-\infty}^{\infty}\frac{g^*(\omega)}{\omega-z}\,d\omega ,$$

where the second form is the complex conjugate of the first. Subtracting it, with its prefactor $1/(2\pi i)$, and using $g-g^*=2i\,\mathrm{Im}\,g$,

$$g(z)=\frac1\pi\int_{-\infty}^{\infty}\frac{\mathrm{Im}\,g(\omega)}{\omega-z}\,d\omega .$$

A real field produces a real response, so $g(-\omega)=g^*(\omega)$ and $\mathrm{Im}\,g$ is odd. The part at $-\omega$ then adds $\mathrm{Im}\,g(\omega)/(\omega+z)$ to the part at $+\omega$. Since $1/(\omega-z)+1/(\omega+z)=2\omega/(\omega^2-z^2)$,

$$g(z)=\frac2\pi\int_0^\infty\frac{\omega\,\mathrm{Im}\,g(\omega)}{\omega^2-z^2}\,d\omega. \tag{1}$$

### Why $1/\varepsilon$ may be used

Causality makes $\varepsilon-1$ analytic in the upper half-plane, and at high frequency the electrons respond as free particles, so $\varepsilon-1$ falls as $1/z^2$. Formula (1) gives

$$\varepsilon(z)=1+\frac2\pi\int_0^\infty\frac{\omega\,\varepsilon_2(\omega)}{\omega^2-z^2}\,d\omega. \tag{2}$$

Write $z=x+iy$ with $y>0$. The imaginary part of $1/(\omega^2-z^2)$ is $2xy/|\omega^2-z^2|^2$. Because $\varepsilon_2\ge0$, $\mathrm{Im}\,\varepsilon$ is positive for $x>0$ and negative for $x<0$. For $x=0$ the denominator is $\omega^2+y^2$, so $\varepsilon$ is real and at least 1. Thus $\varepsilon$ has no zero in the upper half-plane, and

$$F(z)=\frac1{\varepsilon(z)}-1$$

is analytic there. It also falls as $1/z^2$. On the real axis, (2) gives $\varepsilon\ge1$ below the gap. Above the gap I take $\varepsilon_2>0$, so $\varepsilon$ does not vanish there either. (An undamped zero would add a sharp line to $L$, which would have to be counted in the area.)

### The area

On the real axis $\mathrm{Im}\,F=-L$. Formula (1) applied to $F$ reads

$$\frac1{\varepsilon(z)}-1=-\frac2\pi\int_0^\infty\frac{\omega L(\omega)}{\omega^2-z^2}\,d\omega. \tag{3}$$

Below the gap $L=0$, so the limit $z\to0$ meets no singularity:

$$\frac1{\varepsilon(0)}-1=-\frac2\pi\int_0^\infty\frac{L(\omega)}{\omega}\,d\omega .$$

In a transparent nonmagnetic medium $\varepsilon=n^2$, hence

$$I=\frac\pi2\left(1-\frac1{n^2}\right). \tag{4}$$

For $n=1.5$, $1/n^2=1/2.25=4/9$ and

$$I=\frac\pi2\cdot\frac59=\frac{5\pi}{18}\approx0.873 .$$

### Reading the result

When $n\to1$ there is nothing to polarize and the area vanishes. When $\varepsilon(0)\to\infty$, as in a conductor, it reaches $\pi/2$. A Drude metal with plasma energy 15 eV and damping 5 eV, integrated numerically, gives 1.5708.

The absorption obeys a different rule. Setting $z=0$ in (2) gives $\int_0^\infty\varepsilon_2\,d\omega/\omega=(\pi/2)(n^2-1)=1.963$, which is $n^2=2.25$ times the loss area.

The sensitivity to the index is $dI/dn=(\pi/2)(2/n^3)=\pi/n^3\approx0.931$. An error of 0.01 in $n$ therefore shifts $I$ by about 0.009, or 1% of $I$.

### A numerical resist film

Take one broad absorption band with a sharp gap,

$$E\,\varepsilon_2(E)=\frac{A\,(E-E_g)^2}{(E^2-E_0^2)^2+C^2E^2}\quad(E>E_g),$$

with $E_g=6$ eV, $E_0=10$ eV and $C=12$ eV. The index $n=1.5$ fixes $A\approx1.56\times10^4\ \mathrm{eV}^3$. (The numerical output labels this unit eV^2; eV$^3$ is correct.) Finding $\varepsilon_1$ from $\varepsilon_2$ by a Kramers-Kronig integral, forming $L$ and integrating $L/E$ gives 0.872665, in agreement with (4).

A second spectrum has a different shape but the same index:

$$\varepsilon=1+\sum_j\frac{s_jE_j^2}{E_j^2-E^2-i\gamma_jE},$$

with $(E_j,\gamma_j,s_j)=(8\ \mathrm{eV},3\ \mathrm{eV},0.50)$ and $(18\ \mathrm{eV},10\ \mathrm{eV},0.75)$. Here $\varepsilon(0)=1+0.50+0.75=2.25$, and the area is again 0.872665. This spectrum has no gap and is not a transparent film: $\varepsilon_2\approx0.11$ at 589 nm, and 7% of its area lies below 6 eV. Formula (4) still holds, because $L$ falls in proportion to $E$ at small $E$, so the limit $z\to0$ in (3) stays regular. The index fixes the area but not where the loss lies: 91% of this area lies below 30 eV, against 73% in the gapped model.

In the gapped model the loss peaks near 25 eV. The part of the area below 30 eV is 0.637, or 73%. The part above 91.8 eV, the photon energy at 13.5 nm, is 0.0066, or 0.8%. The peak height, 0.872, is close to $I$, but (4) sets no relation between them.

### Comparison with a real film

The parameters are meant for a film like PMMA, whose visible index is roughly 1.5. Its electronic index extrapolated to low frequency is lower, roughly 1.48, for which (4) gives about 0.85. At a rough density of 1.2 g/cm$^3$, all 54 electrons of each C$_5$H$_8$O$_2$ unit give a plasma energy of 23.2 eV. The model's total oscillator strength corresponds to 23.3 eV, close to this all-electron value. Its distribution is simplified: a real polymer has several absorption bands and separate core edges, whereas the model has no core edges and places most of the core electrons' strength at lower energies. The main loss peak of a real film lies roughly a little above 20 eV, lower than in the model. At 13.5 nm the model absorbs 8.5 $\mu$m$^{-1}$, against roughly 5 $\mu$m$^{-1}$ for PMMA, so the 0.8% share above 91.8 eV belongs to the model and not to a real resist.

Two conditions can change in use. First, heating expands the film and lowers its index; solvent loss and chemical changes during a bake are left out here. Take a rough volume expansion of $2.5\times10^{-4}$ per K, a 75 K rise and fixed molecular polarizability. By the Clausius-Mossotti relation, $(n^2-1)/(n^2+2)$ is then divided by 1.01875. The index falls to 1.489 and $I$ to 0.862, a drop of 1.2%. This is for free expansion. A film bonded to silicon is held in its plane and expands less in volume; for a Poisson ratio of 0.33 to 0.40 the drop is 0.8 to 0.9%.

Second, electrons scattering in the film transfer finite momentum $\hbar q$, whereas (4) was derived for $q\to0$. Ashley's quadratic extension estimates the change. With $R=\hbar^2q^2/2m$, $m$ being the electron mass, it sets $L(q,E)=[(E-R)/E]\,L(0,E-R)$ for $E>R$. Substituting $E'=E-R$,

$$\int_R^\infty\frac{L(q,E)}{E}\,dE=\int_0^\infty\frac{E'L(0,E')}{(E'+R)^2}\,dE' .$$

At $q=5\ \mathrm{nm}^{-1}$, $R=0.95$ eV and the area is 0.80, which is 8% below the long-wavelength value. This is a model estimate, and its size depends on the dispersion law assumed. A plasmon-pole dispersion $E_q^2=E'^2+\hbar^2v_F^2q^2/3+R^2$, with $v_F$ the Fermi velocity of an electron gas of plasma energy $E'$, gives 0.83, a drop of 5%. It suggests that (4), with the optical index, should not be applied unchanged at every momentum transfer.

## Variation 1: the index is measured with visible or infrared light

**Question.** The index $n_w$ is measured at a photon energy $E_w$ inside the transparent window. What error follows from putting $n_w$ into (4)?

**Solution.** For the electrons alone, let $z$ in (3) tend to $E_w$, in energy units. Since $L=0$ there,

$$\frac\pi2\left(1-\frac1{n_w^2}\right)=\int_{E_g}^\infty\frac{E\,L(E)}{E^2-E_w^2}\,dE
=\int_{E_g}^\infty\frac{L(E)}{E}\,\frac{E^2}{E^2-E_w^2}\,dE .$$

The last factor exceeds 1, so the estimate is too high. In the gapped model, light of 589 nm (2.105 eV) sees $n_w=1.512$ and implies an area of 0.884, which is 1.3% above $I$. At 1550 nm (0.800 eV) the index is 1.502 and the area 0.874, an excess of 0.2%.

Vibrations act the other way: their loss lies at $E<E_w$, where $E^2-E_w^2$ is negative. As a deliberately strong case, put all the slow polarization of a film with static permittivity 3 into one mode at 0.15 eV, of width 0.01 eV. The implied areas become 0.882 at 589 nm and 0.866 at 1550 nm. With this mode, the infrared estimate is 0.8% too low, so a longer wavelength reduces the electronic error but increases the vibrational one.

## Variation 2: the static permittivity is used

**Question.** A capacitor measurement gives $\varepsilon_s=3$, a rough value for such a polymer. What area belongs to this number, and how much of it is electronic?

**Solution.** The static value contains every polarization process. With no dc conduction, (4) holds for the full dielectric function with $\varepsilon(0)=\varepsilon_s$. (A simple relaxation term for dipoles falls only as $1/z$ at large $|z|$, but the large arc in Cauchy's formula still contributes nothing.) Absorption may now extend towards zero frequency. For damped vibrations and for dipoles with finite relaxation times, $L$ falls in proportion to $\omega$ there, so $L/\omega$ stays integrable. The total area is

$$\frac\pi2\left(1-\frac13\right)=1.047 .$$

If the slow processes lie far below the electronic gap, they barely change $\varepsilon$ above it, and the electronic part keeps the value (4). The remainder is

$$\frac\pi2\left(\frac1{n^2}-\frac1{\varepsilon_s}\right)=\frac\pi2\left(\frac49-\frac13\right)=\frac{\pi}{18}=0.1745 .$$

Direct integration with the 0.15 eV mode gives 0.1745 below the gap and 0.8727 above it. Taking the total for the electronic area would overestimate it by 20%.

## Computed values

```
low-frequency electronic index n = 1.50
electronic permittivity n^2 = 2.2500
1/n^2 = 0.4444
formula (pi/2)(1-1/n^2) = 0.872665
band gap, centre, width = 6.0, 10.0, 12.0 eV
band amplitude (E*Im eps = amplitude*shape) = 15607.51 eV^2
loss area, gapped band = 0.872665
oscillator: energy 8.0 eV, width 3.0 eV, strength 0.50
oscillator: energy 18.0 eV, width 10.0 eV, strength 0.75
loss area, two oscillators = 0.872665
loss area, Drude metal (15 eV, damping 5 eV) = 1.570796
absorption area, integral of Im(eps)/E = 1.9635
f-sum energy of the band = 23.33 eV
film density (rough) = 1.2 g/cm3
plasma energy from all electrons of film = 23.18 eV
loss peak position = 24.7 eV, height = 0.872
area below 30 eV = 0.6370
photon energy at 13.5 nm = 91.84 eV
area above that energy = 0.00657
slope d(area)/dn: numerical 0.9309, pi/n^3 0.9308
static permittivity (rough) = 3.0
vibration energy, width = 0.15, 0.01 eV
area below gap with vibration = 0.1745
formula for area below window = 0.1745
area above gap with vibration = 0.8727
area over all energies = 1.0472
wavelength 589 nm, photon energy = 2.105 eV
  electrons only: index 1.5119, implied area 0.8836
  with vibration: index 1.5106, implied area 0.8825
wavelength 1550 nm, photon energy = 0.800 eV
  electrons only: index 1.5017, implied area 0.8742
  with vibration: index 1.4925, implied area 0.8657
volume expansion (rough) = 2.5e-04 1/K, heating 75 K
heated film: index 1.4892, area 0.8625
momentum transfer = 5.0 1/nm, recoil energy = 0.952 eV
area at that momentum transfer = 0.7997
```
